\section*{Fermi Energy of a Hard-Wall Metal Slab at Fixed Mean Density}

\section{Theorem and assumptions}

\paragraph{Theorem.} Let non-interacting electrons of spin $1/2$ and mass $m$ fill, at zero temperature, a slab bounded by infinite potential walls a distance $L$ apart. Let the mean density between the walls equal the bulk density
\begin{equation}
n=\frac{k_F^3}{3\pi^2},\qquad E_F=\frac{\hbar^2k_F^2}{2m}.
\label{bulk}
\end{equation}
Then the slab Fermi energy $E_s$ exceeds $E_F$ for every $L>0$, and for $k_FL\gg1$
\begin{equation}
\frac{E_s-E_F}{E_F}=\frac{\pi}{2k_FL}+O\!\left(\frac{1}{(k_FL)^2}\right).
\label{main}
\end{equation}

The assumptions are these. The potential between the walls is flat, and both energies are measured from it. The slab lies in $0<z<L$ and is periodic in the plane, with an area $A$ large enough for the in-plane wavevectors to form a continuum. The electron number $N$ satisfies $N/(AL)=n$, so the length that fixes the electron number is also the distance between the walls. The coefficient in (\ref{main}) depends on that last convention, as Section~\ref{move} shows.

Lengths are in nm and energies in eV, with $\hbar^2/(2m)=0.0381$ eV\,nm$^2$. The slab Fermi wavevector $k$ is defined by $E_s=\hbar^2k^2/(2m)$, and two dimensionless numbers carry the proof:
\begin{equation}
X=\frac{k_FL}{\pi},\qquad x=\frac{kL}{\pi},\qquad \frac{E_s}{E_F}=\frac{x^2}{X^2}.
\label{Xx}
\end{equation}

\section{Lemma 1: the filling condition}

\paragraph{Lemma 1.} The numbers $x$ and $X$ are related by
\begin{equation}
X^3=\frac32\,S(x),\qquad S(x)=\sum_{j=1}^{M}(x^2-j^2),\qquad M=\lfloor x\rfloor .
\label{fill}
\end{equation}

\paragraph{Proof.} The wavefunctions vanish at both walls, so their $z$ dependence is $\sin(k_jz)$ with $k_j=\pi j/L$ and $j=1,2,\dots$ The value $j=0$ gives a function that is zero everywhere and is no state. In subband $j$ the occupied in-plane wavevectors fill a disc of squared radius $k^2-k_j^2$. With two spins and one in-plane state per area $(2\pi)^2/A$, the subband holds
\begin{equation}
\frac{2\,\pi(k^2-k_j^2)}{(2\pi)^2}=\frac{k^2-k_j^2}{2\pi}
\end{equation}
electrons per area. Summing over the occupied subbands and setting the total equal to $nL$ gives
\begin{equation}
nL=\frac1{2\pi}\sum_{j=1}^{M}(k^2-k_j^2)=\frac{\pi}{2L^2}S(x).
\end{equation}
From (\ref{bulk}) with $k_F=\pi X/L$, the left side is $nL=\pi X^3/(3L^2)$. Equating the two gives (\ref{fill}). The function $S$ is zero up to $x=1$, then continuous, strictly increasing and unbounded, so each $X>0$ fixes one $x>1$. $\square$

\section{Lemma 2: the sign of the error}

\paragraph{Lemma 2.} For every $X>0$, $x>X$, and hence $E_s>E_F$.

\paragraph{Proof.} The function $x^2-t^2$ decreases for $t>0$, so its value at the right end of an interval is below its average there:
\begin{equation}
x^2-j^2<\int_{j-1}^{j}(x^2-t^2)\,dt .
\end{equation}
Adding these for $j=1,\dots,M$, and extending the integral from $M$ to $x$, where the integrand is not negative, gives
\begin{equation}
S(x)<\int_0^x(x^2-t^2)\,dt=\frac{2x^3}{3}.
\end{equation}
Then (\ref{fill}) gives $X^3<x^3$. $\square$

The integral is the bulk count. The slab has fewer states below a given energy than the bulk count assigns to the same volume, so the same electrons must reach a higher energy.

\section{Lemma 3: the sum in closed form}

\paragraph{Lemma 3.} With $\theta=x-M$, the fractional part of $x$,
\begin{equation}
X^3=x^3-\frac34x^2-\frac32xB_2(\theta)+\frac12B_3(\theta),
\label{closed}
\end{equation}
where $B_2=\theta^2-\theta+\frac16$ and $B_3=\theta^3-\frac32\theta^2+\frac12\theta$.

\paragraph{Proof.} Since $\sum_{j=1}^{M}j^2=M^3/3+M^2/2+M/6$, we have $S=Mx^2-M^3/3-M^2/2-M/6$. Inserting $M=x-\theta$ term by term,
\begin{align}
Mx^2&=x^3-\theta x^2,\\
\tfrac13M^3&=\tfrac13x^3-\theta x^2+\theta^2x-\tfrac13\theta^3,\\
\tfrac12M^2&=\tfrac12x^2-\theta x+\tfrac12\theta^2,\\
\tfrac16M&=\tfrac16x-\tfrac16\theta .
\end{align}
In the difference the terms $\theta x^2$ cancel, which leaves
\begin{equation}
S=\tfrac23x^3-\tfrac12x^2-x\left(\theta^2-\theta+\tfrac16\right)+\left(\tfrac13\theta^3-\tfrac12\theta^2+\tfrac16\theta\right).
\end{equation}
The last bracket is $B_3/3$. Multiplication by $3/2$ gives (\ref{closed}). $\square$

The term $-x^2/2$ in $S$ is half of the summand at $j=0$. A sum over all integers from $-M$ to $M$ would follow the bulk integral without a term of this order; removing $j=0$ and halving the rest leaves this deficit.

\section{Proof of the theorem}

Lemma 2 is the first claim. For the second, note that $x>X$, so $x\to\infty$ as $X\to\infty$. Write (\ref{closed}) as $X^3=x^3(1-u)$ with
\begin{equation}
u=\frac{3}{4x}+\frac{3B_2(\theta)}{2x^2}+O(x^{-3}).
\end{equation}
The energy ratio needs $X^2=x^2(1-u)^{2/3}$. With $(1-u)^{2/3}=1-\frac23u-\frac19u^2+O(u^3)$, where $\frac23u=\frac1{2x}+\frac{B_2}{x^2}+O(x^{-3})$ and $\frac19u^2=\frac1{16x^2}+O(x^{-3})$,
\begin{equation}
X^2=x^2-\frac x2-B_2(\theta)-\frac1{16}+O(x^{-1}).
\label{X2}
\end{equation}
In the same way $X=x(1-u)^{1/3}=x-\frac14+O(x^{-1})$, so $x=X+\frac14+O(X^{-1})$. Putting this into the term $x/2$ of (\ref{X2}),
\begin{equation}
x^2-X^2=\frac X2+\frac18+\frac1{16}+B_2(\theta)+O(X^{-1}).
\end{equation}
Division by $X^2$ gives
\begin{equation}
\frac{E_s-E_F}{E_F}=\frac1{2X}+\frac{\frac3{16}+B_2(\theta)}{X^2}+O(X^{-3}).
\label{two}
\end{equation}
Since $1/(2X)=\pi/(2k_FL)$, this is (\ref{main}). $\blacksquare$

\paragraph{Remark on shell filling.} In (\ref{two}) one may take $\theta$ as the fractional part of $X+\frac14$. Because $B_2(0)=B_2(1)$, its periodic continuation is continuous with bounded slope, so an error $O(1/X)$ in $\theta$ changes (\ref{two}) at third order. On $0\le\theta\le1$, $B_2$ lies between $-\frac1{12}$ and $\frac16$, and the second-order coefficient lies between $\frac5{48}$ and $\frac{17}{48}$. The oscillation that appears as successive subbands open thus enters one order beyond the leading error, and for large $X$ the full excess lies above the leading term.

A numerical filling of the subbands at sampled $X$ from 3 to 300 gave a remainder beyond the two terms of (\ref{two}) of at most $0.286/X^3$; between the samples it reaches $0.293/X^3$, near $X=3.7$. At $X=300$ the full excess was 1.0011 times the leading term.

\paragraph{Remark on the thinnest slabs.} When one subband is occupied, $1<x\le2$ and (\ref{fill}) reads $X^3=\frac32(x^2-1)$, so
\begin{equation}
\frac{E_s}{E_F}=\frac{1+\frac23X^3}{X^2},\qquad X^3\le\frac92 .
\end{equation}
As $X\to0$ this grows as $1/X^2$: the confinement energy of the lowest subband dominates, and (\ref{main}) does not apply.

\section{Where the displaced electrons go}

The local density is the sum of $(2/L)\sin^2(k_jz)$ weighted by the subband occupations. With $2\sin^2a=1-\cos2a$,
\begin{equation}
n(z)=n-\frac1{2\pi L}\sum_{j=1}^{M}(k^2-k_j^2)\cos(2k_jz).
\end{equation}
The summand is even in $j$ and equals $k^2$ at $j=0$, so the sum over positive $j$ is $-k^2/2$ plus half the sum over all integers $|j|\le M$. By Poisson summation that full sum is $(L/\pi)\sum_pF(2z-2pL)$, with $p$ running over all integers and
\begin{equation}
F(y)=\int_{-k}^{k}(k^2-q^2)\cos(qy)\,dq=\frac{4[\sin ky-ky\cos ky]}{y^3}.
\end{equation}
These are ripples centred on the walls and their images, and they fall off as $1/y^2$. At a fixed fraction of the thickness, $y$ is of order $L$, and the ripples contribute $O(k/L^2)$ to the density. Therefore
\begin{equation}
n(z)=n+\frac{k^2}{4\pi L}+O\!\left(\frac{k}{L^2}\right),\qquad
\frac{n(z)-n}{n}\simeq\frac{3\pi}{4k_FL}.
\label{inside}
\end{equation}
The wavefunctions vanish at the walls, and the electrons missing there are spread through the interior. Since $E_F\propto n^{2/3}$, two thirds of the fractional density rise is the fractional energy rise, $\pi/(2k_FL)$. For $X=100$, the density averaged over the middle half of the slab showed 1.005 times the rise predicted by (\ref{inside}).

This also shows where the model fails for a charged electron gas. If a uniform positive background of density $n$ fills the slab, the interior carries a net electron density $\delta n\simeq3\pi n/(4k_FL)$. By Gauss's law the potential between the centre and the walls then differs, to leading order for $k_FL\gg1$, by about $e\,\delta n\,L^2/(8\epsilon_0)$. As $\delta n\propto1/L$, this difference grows in proportion to $L$. For the 2 nm film of the example below it is already about 110 V, so the assumed flat potential is far from self-consistent even there. In a real metal, screening holds the interior electron density close to that of the background, and the excess derived here must not be read as the error of a self-consistent slab.

\section{Moving the walls}
\label{move}

Keep the electrons per area at $nL$, but move each wall outward by $d$. The width becomes $L'=L+2d$; let $X'=k_FL'/\pi$ and $x'=kL'/\pi$. The steps of Lemma 1 now give
\begin{equation}
\frac32S(x')=X'^3\frac{L}{L'}=X'^3-\frac{2dk_F}{\pi}X'^2 .
\end{equation}
By (\ref{closed}), the left side begins with $x'^3-\frac34x'^2$. The quadratic terms match if $2dk_F/\pi=\frac34$, that is,
\begin{equation}
d=\frac{3\pi}{8k_F}.
\label{d}
\end{equation}
With this choice, $x'^3-\frac34x'^2-(X'^3-\frac34X'^2)=\frac32x'B_2-\frac12B_3$. Setting $x'=X'+\delta$, the left side is $3X'^2\delta$ to leading order and the right side is $\frac32X'B_2$, so $\delta\simeq B_2/(2X')$ and
\begin{equation}
\frac{E_s-E_F}{E_F}=\frac{2\delta}{X'}+\dots=\frac{B_2(\theta')}{X'^2}+O(X'^{-3}),
\label{rest}
\end{equation}
where $\theta'$ is the fractional part of $x'$, or of $X'$ to this order. The rest has either sign, and $B_2$ averages to zero over a period. Within the flat-potential model, the $1/L$ error thus comes from placing the hard walls at the edge of the nominal metal. The flat potential is needed for this error as well: for the 2 nm film of the example below, with the walls left at that edge but the Hartree potential made self-consistent, the interior density stays within $0.05\,\%$ of the background and the Fermi energy, measured from the mean interior potential, lies within 0.01 eV of $E_F$.

\section{Walls of finite height}

Let the potential outside be a constant $V_0=\hbar^2k_0^2/(2m)$ above the interior, with the same mass on both sides. For a bound state of normal wavevector $q$, the decay constant outside is $\kappa=\sqrt{k_0^2-q^2}$. Put $\alpha=\arcsin(q/k_0)$, so that $\kappa/q=\cot\alpha=\tan(\frac\pi2-\alpha)$. Matching gives $\tan(qL/2)=\kappa/q$ for even states and $-\cot(qL/2)=\tan(qL/2-\frac\pi2)=\kappa/q$ for odd ones. Both are contained in
\begin{equation}
qL+2\arcsin(q/k_0)=\pi j,\qquad j=1,2,\dots
\label{well}
\end{equation}
Let $\nu(q)$ be the left side divided by $\pi$. The Euler--Maclaurin formula replaces the sum over $j$ by an integral over $\nu$ minus half the value at $\nu=0$; the end correction at $q=k$ is $O(k/L)$. Hence
\begin{equation}
2\pi nL=\int_0^k(k^2-q^2)\,\frac{d\nu}{dq}\,dq-\frac{k^2}{2}+O\!\left(\frac kL\right),\quad
\frac{d\nu}{dq}=\frac L\pi+\frac{2}{\pi\sqrt{k_0^2-q^2}} .
\end{equation}
The first part of $d\nu/dq$ gives the bulk term $2k^3L/(3\pi)$. In the second, set $q=kt$; to this order $k_0/k$ may be replaced by $s=k_0/k_F$. Then
\begin{equation}
nL=\frac{k^3L}{3\pi^2}-\frac{k^2}{4\pi}\,g,\qquad
g=1-\frac4\pi\int_0^1\frac{1-t^2}{\sqrt{s^2-t^2}}\,dt .
\label{gint}
\end{equation}
Multiplying by $3\pi^2/L$ gives $k^3=k_F^3+3\pi gk^2/(4L)$, so $k\simeq k_F+\pi g/(4L)$, and the leading relative excess is $g\,\pi/(2k_FL)$. With $\int_0^1dt/\sqrt{s^2-t^2}=\arcsin(1/s)$ and $\int_0^1t^2dt/\sqrt{s^2-t^2}=\frac{s^2}{2}\arcsin(1/s)-\frac12\sqrt{s^2-1}$,
\begin{equation}
g=1-\frac4\pi\left[\left(1-\frac{s^2}2\right)\arcsin\frac1s+\frac12\sqrt{s^2-1}\right].
\label{g}
\end{equation}
The integrand in (\ref{gint}) falls as $s$ grows, so $g$ rises with barrier height. For $s\to\infty$ the integral tends to zero and $g\to1$, the hard-wall result. For $s\to1$ the bracket is $\pi/4$ and $g\to0$: the tails outside then make up for the missing $j=0$ half-term at leading order.

\section{Example: an aluminium-like contact film}

Take $L=2.0$ nm, $n=180$ nm$^{-3}$ and a work function of 4.0 eV; the last two are rough values for aluminium. Then
\begin{align}
k_F&=(3\pi^2\times180)^{1/3}=17.468\ \mathrm{nm}^{-1},\\
E_F&=0.0381\times17.468^2\simeq11.62\ \mathrm{eV},\\
\frac{\pi}{2k_FL}&=\frac{\pi}{2\times34.935}=4.50\,\%,
\end{align}
and the leading excess is $0.04496\times11.6248=0.523$ eV. For the next term, $X=11.120$, so $\theta\simeq0.370$ and $B_2\simeq-0.066$. The correction is $(0.1875-0.066)/11.12^2\simeq0.098\,\%$, or 0.011 eV. The two terms give 0.534 eV, as does the full filling of 11 subbands, with $E_s=12.16$ eV.

At fixed density, the leading and full excesses are 1.045 and 1.130 eV at 1 nm, 0.261 and 0.264 eV at 4 nm, and 0.065 and 0.066 eV at 16 nm. A leading error of 0.05 eV requires
\begin{equation}
L=\frac{\pi E_F}{2k_F\times0.05\ \mathrm{eV}}=20.9\ \mathrm{nm}.
\end{equation}
Thickness alone is a slow remedy. Moving each wall outward by $d=0.067$ nm at fixed electrons per area lowers the excess at $L=2$ nm from 0.534 to 0.005 eV. What remains is the oscillating term (\ref{rest}); for $L$ between 1.85 and 2.15 nm it ranges from $-0.008$ to $+0.014$ eV.

\paragraph{Effects left out.} Each is varied alone, at fixed $L$ and $n$. Of the three changes tried here (a vacuum step of 4.0 eV, a normal mass of $1.1m$ and a temperature of 300 K), the finite wall has the largest effect. This order depends on the values chosen: a normal mass far from $m$ can matter as much. With $V_0=11.62+4.0=15.62$ eV, $s=1.159$ and (\ref{g}) gives $g=0.192$. The leading excess falls to $0.192\times0.523=0.100$ eV; the full filling of the levels (\ref{well}) gives 0.101 eV. So close an agreement is particular to this thickness: for $L$ between 1.85 and 2.15 nm the full excess differs from the leading one by $-0.009$ to $+0.014$ eV as the shells fill. About four fifths of the hard-wall error is thus due to the infinite walls.

A normal mass $m_z=\mu m$ changes the bulk count to $n=\sqrt\mu\,q^3/(3\pi^2)$, with $q$ the in-plane Fermi wavevector. Hence $q=k_F\mu^{-1/6}$, the normal Fermi wavevector is $\sqrt\mu\,q=k_F\mu^{1/3}$, and the bulk Fermi energy is $E_F\mu^{-1/3}$. Multiplying the slab filling condition by $\mu$ turns it into the isotropic one at density $\mu n$, so $k_F\mu^{1/3}$ replaces $k_F$ in (\ref{main}). For $\mu=1.1$ the full excess is 0.50 eV, lower by 0.03 eV.

At 300 K the bulk chemical potential falls by $5\times10^{-5}$ eV. The slab value does not move at the printed resolution of $10^{-7}$ eV: the nearest subband edge is about 0.8 eV, or 30 thermal energies, away, and between edges the density of states is constant, which leaves exponentially small corrections.

\paragraph{Beside a real contact.} In a first-principles contact calculation, the metal's Fermi energy relative to its interior potential can be combined with the potential step at the interface to align the bands. An error of 0.5 eV there would be comparable with many Schottky barriers, which are roughly some tenths of an eV to 1 eV. A 2 nm film is thin for a device contact, though a natural size for a computed slab. Of the three changes made above, the finite wall matters most: a 4 eV vacuum step moves the number to about 0.1 eV. That figure still belongs to a square well without self-consistency. Lattice bands, exchange and correlation, and the semiconductor, whose states match the metal's differently from vacuum, are absent, so neither 0.5 nor 0.1 eV should be applied as a correction to a self-consistent slab calculation.

\section*{Table of computed values}
\begin{verbatim}
electron density (rough, input)       180 nm^-3
slab thickness (input)                2.0 nm
work function (rough, input)          4.0 eV
hbar^2/(2m)                           0.038100 eV nm^2
bulk Fermi wavevector kF              17.468 nm^-1
bulk Fermi energy EF                  11.6248 eV
kF L                                  34.935
X = kF L/pi                           11.1202
x = k L/pi in the slab                11.3727
occupied subbands                     11
slab Fermi energy                     12.1589 eV
exact excess                          0.5341 eV
exact excess fraction                 4.594 %
leading fraction pi/(2 kF L)          4.496 %
leading excess                        0.5227 eV
second-order fraction                 0.098 %
leading + second-order excess         0.5341 eV
thickness series: L, leading, two-term, exact excess
   1.0 nm  1.0454  1.1207  1.1295 eV
   2.0 nm  0.5227  0.5341  0.5341 eV
   4.0 nm  0.2613  0.2638  0.2638 eV
   8.0 nm  0.1307  0.1316  0.1316 eV
  16.0 nm  0.0653  0.0656  0.0656 eV
thickness for leading error 0.05 eV   20.91 nm
exact excess at that thickness        0.0501 eV
exact/leading excess at X = 300       1.00111
largest remainder times X^3, X >= 3   0.286
box-count density / n                 1.00003
level error, hard wall vs grid        2.8e-04 eV
level error, finite wall vs grid      3.1e-04 eV
interior density rise 3pi/(4 kF L)    6.74 %
measured/predicted rise at X = 100    1.0050
outward wall shift 3pi/(8 kF)         0.0674 nm
excess after wall shift               0.0049 eV
finite barrier height V0              15.6248 eV
s = k0/kF                             1.1593
finite-wall factor g                  0.1922
leading excess times g                0.1004 eV
finite-wall exact excess              0.1013 eV
excess with normal mass 1.1 m         0.5045 eV
temperature (input)                   300 K
thermal energy kT                     0.02585 eV
bulk thermal shift                    -4.73e-05 eV
slab thermal shift, magnitude         0.0000000 eV
\end{verbatim}
